**Harmonic and arithmetic face coefficients at a jump in polarization-gradient stiffness**

The program treats two linear dielectric layers with local stiffness `a`, gradient coefficient `g`, thickness `L` and in-plane field `E`; `P` is the polarization, `J = g dP/dz` the interface flux and `h` the cell spacing. It asserts that the closed two-layer solution agrees with a polynomial energy minimization that imposes only continuity of `P`. It also asserts the two face energies symbolically and compares the closed discrete impedance with banded solutions for varied parameters. With the interface on a cell face, the measured flux-error orders are 1.996 for the harmonic mean and 0.993 for the arithmetic mean. At `h = 0.05` nm the flux errors are -0.055 % and +2.20 %. At `h = 2` nm the order is reversed for the flux, and the two flux errors are equal in size at 1.664 nm. For an interface off the face, distance weights restore second order, while equal weights give roughly first order. The last lines size neglected effects, of which a 0.1 % misfit strain is the largest, changing the mean polarization by about 36 %.

## Check in Python

```python
"""Face coefficients for polarization-gradient energy across an abrupt jump.

Energy per area: integral of a P^2/2 + g (dP/dz)^2/2 - E P, with P in the plane
of the layers. Two layers (a1,g1,L1) and (a2,g2,L2) meet at z=0; dP/dz=0 at the
outer ends. Result under test: with the interface on a cell face, the harmonic
mean of g gives second-order interface errors and the arithmetic mean gives
first-order ones, hence larger errors on fine (not on all) grids.
Units: z in nm, E in MV/cm, P in uC/cm2, a in (MV/cm)/(uC/cm2),
g in (MV/cm) nm^2/(uC/cm2), flux J = g dP/dz in (MV/cm) nm.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import legendre as leg
from scipy.constants import epsilon_0
from scipy.linalg import solve_banded
from scipy.optimize import brentq

A_UNIT = 1e8 / 1e-2              # V m/C in one unit of a
G_UNIT = A_UNIT * 1e-18          # V m^3/C in one unit of g
BETA_UNIT = 1e8 / 1e-6           # V m^5/C^3 in one unit of the cubic coefficient


def harmonic(g):
    return 2 * g[0] * g[1] / (g[0] + g[1])


def arithmetic(g):
    return (g[0] + g[1]) / 2


def exact_solution(a, g, L, E):
    """Return flux, interface value, mean polarization, layer impedances."""
    p = E / a
    Z = 1 / (np.sqrt(a * g) * np.tanh(L / np.sqrt(g / a)))
    J = (p[1] - p[0]) / Z.sum()
    mean = ((p * L).sum() - J * (p[1] - p[0]) / E) / L.sum()
    return J, p[0] + J * Z[0], mean, Z


def exact_profile(z, a, g, L, E):
    P0 = exact_solution(a, g, L, E)[1]
    p, xi = E / a, np.sqrt(g / a)
    j = (z > 0).astype(int)
    return p[j] + (P0 - p[j]) * np.cosh((L[j] - abs(z)) / xi[j]) / np.cosh(L[j] / xi[j])


def discrete_impedance(h, g_face, a, g, L):
    xi = np.sqrt(g / a)
    kappa = 2 / h * np.arcsinh(h / (2 * xi))
    layers = np.sqrt(1 + (h / (2 * xi))**2) / (np.sqrt(a * g) * np.tanh(kappa * L))
    return layers.sum() + h * (1 / g_face - (1 / g).mean())


def solve_cells(a_cells, g_faces, h, E):
    """Minimize the cell energy: zero flux at both outer ends."""
    band = np.zeros((3, len(a_cells)))
    band[1] = a_cells * h
    band[1, :-1] += g_faces / h
    band[1, 1:] += g_faces / h
    band[0, 1:] = -g_faces / h
    band[2, :-1] = -g_faces / h
    return solve_banded((1, 1), band, np.full(len(a_cells), E * h))


def aligned_grid(h, g_face, a, g, L):
    n = np.rint(L / h).astype(int)
    assert np.allclose(n * h, L)
    faces = np.concatenate([np.full(n[0] - 1, g[0]), [g_face], np.full(n[1] - 1, g[1])])
    return np.repeat(a, n), faces, n[0]


def aligned_solution(h, g_face, a, g, L, E):
    a_cells, faces, n1 = aligned_grid(h, g_face, a, g, L)
    P = solve_cells(a_cells, faces, h, E)
    return P, g_face * (P[n1] - P[n1 - 1]) / h, n1


def ritz_solution(a, g, L, E, degree=20):
    """Minimize the energy with polynomials; only continuity of P is imposed."""
    x, w = leg.leggauss(50)
    H = np.zeros((1 + 2 * degree, 1 + 2 * degree))
    f = np.zeros(1 + 2 * degree)
    integral = np.zeros_like(f)
    derivative = leg.legder(np.eye(degree + 1))
    signs = (-1.0)**np.arange(1, degree + 1)
    for j in range(2):
        cols = slice(1 + j * degree, 1 + (j + 1) * degree)
        B, D = np.zeros((len(x), len(f))), np.zeros((len(x), len(f)))
        B[:, 0] = 1
        B[:, cols] = leg.legvander(x, degree)[:, 1:] - signs
        D[:, cols] = leg.legval(x, derivative).T[:, 1:] * 2 / L[j]
        weight = (w * L[j] / 2)[:, None]
        H += a[j] * B.T @ (weight * B) + g[j] * D.T @ (weight * D)
        integral += (weight * B).sum(axis=0)
    f = E * integral
    c = np.linalg.solve(H, f)
    edge = leg.legval(-1.0, derivative)[1:]
    flux_left = -g[0] * 2 / L[0] * (edge @ c[1:1 + degree])
    flux_right = g[1] * 2 / L[1] * (edge @ c[1 + degree:])
    return flux_left, flux_right, c[0], integral @ c / L.sum()


# Face energy: best interface value versus a straight line across the gap
G1, G2, H, PL, PR, PI, s = sp.symbols("G1 G2 H PL PR PI s", positive=True)
gap = (sp.integrate(G1 / 2 * ((PI - PL) / (H / 2))**2, (s, 0, H / 2))
       + sp.integrate(G2 / 2 * ((PR - PI) / (H / 2))**2, (s, H / 2, H)))
best = gap.subs(PI, sp.solve(sp.diff(gap, PI), PI)[0])
line = gap.subs(PI, (PL + PR) / 2)
scale = (PR - PL)**2 / (2 * H)
assert sp.simplify(best - harmonic((G1, G2)) * scale) == 0
assert sp.simplify(line - arithmetic((G1, G2)) * scale) == 0

# Example parameters
chi = np.array([300.0, 1500.0])
g_si = np.array([4e-10, 4e-11])
L = np.array([4.0, 4.0])
E = 0.01
a = 1 / (epsilon_0 * chi) / A_UNIT
g = g_si / G_UNIT
xi = np.sqrt(g / a)
gH, gA = harmonic(g), arithmetic(g)
J, P0, mean, Z = exact_solution(a, g, L, E)
p = E / a

# Exact solution against direct minimization of the energy
ritz = ritz_solution(a, g, L, E)
assert np.allclose(ritz, [J, J, P0, mean], rtol=1e-6, atol=0)

# Closed discrete impedance against banded solutions for varied parameters
rng = np.random.default_rng(4)
for _ in range(12):
    at, gt = rng.uniform(0.3, 3, 2), rng.uniform(0.2, 5, 2)
    ht = rng.uniform(0.05, 0.6)
    Lt = ht * rng.integers(2, 15, 2)
    for gf in (harmonic(gt), arithmetic(gt), rng.uniform(0.2, 5)):
        Jt = aligned_solution(ht, gf, at, gt, Lt, 1.0)[1]
        predicted = (1 / at[1] - 1 / at[0]) / discrete_impedance(ht, gf, at, gt, Lt)
        assert abs(Jt - predicted) < 1e-9 * (1 + abs(predicted))

print("INPUTS (rough perovskite-titanate regime)")
print(f"field E = {E:.3f} MV/cm; half-layers L1, L2 = {L[0]:.1f}, {L[1]:.1f} nm")
print(f"susceptibilities 1, 2 = {chi[0]:.0f}, {chi[1]:.0f}")
print(f"a1, a2 = {a[0]:.5f}, {a[1]:.5f} (MV/cm)/(uC/cm2)")
print(f"g1, g2 = {g[0]:.4f}, {g[1]:.4f} (MV/cm) nm^2/(uC/cm2)")
print(f"g1, g2 in SI = {g_si[0]:.1e}, {g_si[1]:.1e} V m^3/C")
print("EXACT TWO-LAYER SOLUTION")
print(f"decay lengths xi1, xi2 = {xi[0]:.4f}, {xi[1]:.4f} nm")
print(f"bulk values p1, p2 = {p[0]:.4f}, {p[1]:.4f} uC/cm2")
print(f"impedances Z1, Z2 = {Z[0]:.3f}, {Z[1]:.3f} (uC/cm2)/(MV/cm nm)")
print(f"interface flux J = {J:.6f} (MV/cm) nm")
print(f"interface polarization P(0) = {P0:.5f} uC/cm2")
print(f"mean polarization = {mean:.5f} uC/cm2")
print(f"largest relative Ritz difference = {max(abs(np.array(ritz)/[J, J, P0, mean]-1)):.1e}")
print("FACE COEFFICIENTS")
print(f"harmonic, arithmetic = {gH:.6f}, {gA:.6f} (MV/cm) nm^2/(uC/cm2)")

# Grid errors
spacings = [2.0, 1.0, 0.4, 0.2, 0.1, 0.05]
flux_error, cell_error = {}, {}
for h in spacings:
    for name, gf in (("H", gH), ("A", gA)):
        P, Jh, n1 = aligned_solution(h, gf, a, g, L, E)
        near = exact_profile(np.array([-h / 2, h / 2]), a, g, L, E)
        flux_error[name, h] = Jh / J - 1
        cell_error[name, h] = max(abs(P[n1 - 1:n1 + 1] - near))
print("FLUX ERROR: harmonic, arithmetic")
for h in spacings:
    print(f"h = {h:.2f} nm: {100*flux_error['H', h]:+.4f} %, {100*flux_error['A', h]:+.4f} %")
print("WORST ERROR IN THE TWO INTERFACE CELLS: harmonic, arithmetic")
for h in spacings:
    print(f"h = {h:.2f} nm: {cell_error['H', h]:.6f}, {cell_error['A', h]:.6f} uC/cm2")
for h in spacings:
    assert flux_error["H", h] < 0 < flux_error["A", h]
    if h <= 0.4:
        assert abs(flux_error["A", h]) > abs(flux_error["H", h])
        assert cell_error["A", h] > cell_error["H", h]
assert abs(flux_error["A", 2.0]) < abs(flux_error["H", 2.0])   # coarse reversal

orders = {}
for label, table in (("flux", flux_error), ("cell", cell_error)):
    for name, expected in (("H", 2), ("A", 1)):
        orders[label, name] = np.log2(abs(table[name, 0.1] / table[name, 0.05]))
        assert abs(orders[label, name] - expected) < 0.15
print(f"flux orders harmonic, arithmetic = {orders['flux','H']:.3f}, {orders['flux','A']:.3f}")
print(f"cell orders harmonic, arithmetic = {orders['cell','H']:.3f}, {orders['cell','A']:.3f}")

# Leading error coefficients measured from the banded solutions
delta = (g[0] - g[1])**2 / (2 * g[0] * g[1] * (g[0] + g[1]))
C = ((1 / np.tanh(L / xi) / (8 * xi**2) + L / (24 * xi**3 * np.sinh(L / xi)**2))
     / np.sqrt(a * g)).sum()
h = 0.05
ZH = (p[1] - p[0]) / aligned_solution(h, gH, a, g, L, E)[1]
ZA = (p[1] - p[0]) / aligned_solution(h, gA, a, g, L, E)[1]
C_measured = (ZH - Z.sum()) / h**2
delta_measured = (ZH - ZA) / h
assert abs(C_measured / C - 1) < 0.01
assert abs(delta_measured / delta - 1) < 1e-6
print(f"C formula, measured = {C:.3f}, {C_measured:.3f} (uC/cm2)/(MV/cm nm^3)")
print(f"delta formula, measured = {delta:.3f}, {delta_measured:.3f} (uC/cm2)/(MV/cm nm^2)")


def flux_balance(h):
    return (1 / discrete_impedance(h, gA, a, g, L)
            + 1 / discrete_impedance(h, gH, a, g, L) - 2 / Z.sum())


crossover = brentq(flux_balance, 0.4, 2.0)
assert all(flux_balance(t) > 0 for t in np.linspace(0.01, 0.99 * crossover, 200))
print(f"spacing at which flux errors are equal = {crossover:.3f} nm")

# False polarization jump, extrapolated from each side without using the flux
h = 0.0125
weights = np.array([15, -10, 3]) / 8
jump = {}
for name, gf in (("H", gH), ("A", gA)):
    P, Jh, n1 = aligned_solution(h, gf, a, g, L, E)
    jump[name] = weights @ P[n1:n1 + 3] - weights @ P[n1 - 1:n1 - 4:-1]
jump_predicted = -J * h * delta
assert abs(jump["A"] / jump_predicted - 1) < 0.03
assert abs(jump["H"]) < abs(jump["A"]) / 50
print(f"false jump at h = {h:.4f} nm: harmonic {jump['H']:.2e} uC/cm2")
print(f"  arithmetic {jump['A']:.3e}, predicted {jump_predicted:.3e} uC/cm2")

# Interface a quarter cell beyond a face: equal and distance weights
L_off = np.array([4.1, 3.9])
mean_off = exact_solution(a, g, L_off, E)[2]
off_error = {}
for h in (0.08, 0.016):
    n = round(L_off.sum() / h)
    index = np.arange(n)
    part = np.clip(L_off[0] / h - index, 0, 1)
    a_cells = part * a[0] + (1 - part) * a[1]
    theta = np.clip(L_off[0] / h - index[:-1] - 0.5, 0, 1)
    weighted = 1 / (theta / g[0] + (1 - theta) / g[1])
    mixed = (theta > 1e-9) & (theta < 1 - 1e-9)
    assert mixed.sum() == 1
    equal = np.where(mixed, gH, weighted)
    for name, faces in (("weighted", weighted), ("equal", equal)):
        off_error[name, h] = abs(solve_cells(a_cells, faces, h, E).mean() - mean_off)
off_order = {k: np.log(off_error[k, 0.08] / off_error[k, 0.016]) / np.log(5)
             for k in ("weighted", "equal")}
assert off_order["weighted"] > 1.7 and abs(off_order["equal"] - 1) < 0.2
print("INTERFACE OFF THE FACE: order of the mean-polarization error")
print(f"equal weights {off_order['equal']:.3f}, distance weights {off_order['weighted']:.3f}")

# Neglected effects, as changes of the mean polarization
h = 0.05
beta = 7e9 / BETA_UNIT           # rough cubic coefficient in E = a P + beta P^3
a_cells, faces, n1 = aligned_grid(h, gH, a, g, L)
P_linear = solve_cells(a_cells, faces, h, E)
P = P_linear.copy()
for _ in range(20):
    # Newton step written as a linear cell problem with a position-dependent source
    tangent = a_cells + 3 * beta * P**2
    matrix = np.diag(tangent * h)
    k = np.arange(len(faces))
    matrix[k, k] += faces / h
    matrix[k + 1, k + 1] += faces / h
    matrix[k, k + 1] -= faces / h
    matrix[k + 1, k] -= faces / h
    P_new = np.linalg.solve(matrix, h * (E + 2 * beta * P**3))
    change = max(abs(P_new - P))
    P = P_new
    if change < 1e-12:
        break
assert change < 1e-10
nonlinear = P.mean() / P_linear.mean() - 1
curie_constant, warming = 1e5, 10.0                     # K, rough; K
a_warm = a + warming / (epsilon_0 * curie_constant) / A_UNIT
thermal = exact_solution(a_warm, g, L, E)[2] / mean - 1
strain, Q_sum, s_sum = 1e-3, 0.05, 4e-12                # rough m^4/C^2 and 1/Pa
a_strained = a - 2 * strain * Q_sum / s_sum / A_UNIT
assert a_strained.min() > 0
misfit = exact_solution(a_strained, g, L, E)[2] / mean - 1
unit_cell = 0.4
mean_H = aligned_solution(unit_cell, gH, a, g, L, E)[0].mean()
mean_A = aligned_solution(unit_cell, gA, a, g, L, E)[0].mean()
breakdown = 1.0                                         # MV/cm, rough
print("NEGLECTED EFFECTS: change of mean polarization")
print(f"cubic term (beta = {beta:.1e} (MV/cm)/(uC/cm2)^3): {100*nonlinear:+.2f} %")
print(f"warming by {warming:.0f} K (Curie constant {curie_constant:.0e} K): {100*thermal:+.1f} %")
print(f"tensile misfit strain {100*strain:.1f} %: {100*misfit:+.1f} %")
print(f"planes {unit_cell:.1f} nm apart, harmonic bond: {100*(mean_H/mean-1):+.2f} %")
print(f"arithmetic instead of harmonic bond there: {100*(mean_A/mean_H-1):+.2f} %")
print(f"field / rough breakdown field of {breakdown:.0f} MV/cm = {E/breakdown:.3f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
INPUTS (rough perovskite-titanate regime)
field E = 0.010 MV/cm; half-layers L1, L2 = 4.0, 4.0 nm
susceptibilities 1, 2 = 300, 1500
a1, a2 = 0.03765, 0.00753 (MV/cm)/(uC/cm2)
g1, g2 = 0.0400, 0.0040 (MV/cm) nm^2/(uC/cm2)
g1, g2 in SI = 4.0e-10, 4.0e-11 V m^3/C
EXACT TWO-LAYER SOLUTION
decay lengths xi1, xi2 = 1.0308, 0.7289 nm
bulk values p1, p2 = 0.2656, 1.3281 uC/cm2
impedances Z1, Z2 = 25.791, 182.224 (uC/cm2)/(MV/cm nm)
interface flux J = 0.005108 (MV/cm) nm
interface polarization P(0) = 0.39736 uC/cm2
mean polarization = 0.72904 uC/cm2
largest relative Ritz difference = 4.1e-13
FACE COEFFICIENTS
harmonic, arithmetic = 0.007273, 0.022000 (MV/cm) nm^2/(uC/cm2)
FLUX ERROR: harmonic, arithmetic
h = 2.00 nm: -39.7782 %, +28.9422 %
h = 1.00 nm: -16.6806 %, +31.9772 %
h = 0.40 nm: -3.3539 %, +16.5902 %
h = 0.20 nm: -0.8714 %, +8.6612 %
h = 0.10 nm: -0.2200 %, +4.3890 %
h = 0.05 nm: -0.0551 %, +2.2049 %
WORST ERROR IN THE TWO INTERFACE CELLS: harmonic, arithmetic
h = 2.00 nm: 0.053271, 0.155362 uC/cm2
h = 1.00 nm: 0.060248, 0.178313 uC/cm2
h = 0.40 nm: 0.021440, 0.120120 uC/cm2
h = 0.20 nm: 0.006727, 0.070658 uC/cm2
h = 0.10 nm: 0.001865, 0.038192 uC/cm2
h = 0.05 nm: 0.000490, 0.019836 uC/cm2
flux orders harmonic, arithmetic = 1.996, 0.993
cell orders harmonic, arithmetic = 1.929, 0.945
C formula, measured = 45.922, 45.909 (uC/cm2)/(MV/cm nm^3)
delta formula, measured = 92.045, 92.045 (uC/cm2)/(MV/cm nm^2)
spacing at which flux errors are equal = 1.664 nm
false jump at h = 0.0125 nm: harmonic 3.82e-05 uC/cm2
  arithmetic -5.871e-03, predicted -5.877e-03 uC/cm2
INTERFACE OFF THE FACE: order of the mean-polarization error
equal weights 0.925, distance weights 2.008
NEGLECTED EFFECTS: change of mean polarization
cubic term (beta = 7.0e-05 (MV/cm)/(uC/cm2)^3): -0.99 %
warming by 10 K (Curie constant 1e+05 K): -10.2 %
tensile misfit strain 0.1 %: +35.9 %
planes 0.4 nm apart, harmonic bond: +0.31 %
arithmetic instead of harmonic bond there: -1.85 %
field / rough breakdown field of 1 MV/cm = 0.010
ALL CHECKS PASSED
```
